\section*{Thermal transpiration: why a heated pressure gauge reads high}

\section{The situation}

A capacitance manometer on a deposition chamber is often heated, so that vapours do not condense on its diaphragm. Suppose that the gauge is held at $T_g=318$ K while the gas and walls of the chamber are at $T_c=300$ K. A narrow tube joins the two. At a pressure near 1 mTorr, with all flow into the gauge finished, the gauge shows a value nearly three percent above the chamber pressure.

The gauge is not at fault. Its diaphragm senses force per area, and the pressure in the gauge volume really is higher. What fails is the expectation that two connected vessels at rest must have equal pressures. That expectation comes from dense gas, in which a pressure difference pushes the gas along the tube until the difference is gone. In the free-molecular regime molecules in the tube strike its walls far more often than they strike each other. They do not push one another along. Each crosses on its own, and the flow stops when equal numbers cross in the two directions. This condition is not equality of pressure.

The following assumptions hold until stated otherwise. The gas is ideal. Each vessel is large compared with the tube opening, so that its gas has a Maxwell distribution at the temperature of its walls. Molecules leave the tube walls diffusely, by the cosine law, with directions that do not depend on their speed. None are lost or produced in the tube or gauge. The force calibration of the gauge holds at its working temperature.

\section{How many molecules enter the tube}

Let $n$ be the number density, $m$ the molecular mass and $k$ the Boltzmann constant. The velocity component $v_x$ towards an opening has the distribution
\begin{equation}
f(v_x)=n\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_x^2/2kT}.
\end{equation}
Molecules with $v_x>0$ cross unit area at the rate
\begin{align}
\Gamma&=\int_0^\infty v_x f\,dv_x
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}} .
\end{align}
With the mean speed $\bar v=\sqrt{8kT/\pi m}$ this is $\Gamma=n\bar v/4$, because $\bar v/4=\sqrt{8kT/16\pi m}$. Substituting $n=p/kT$ gives
\begin{equation}
\Gamma=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\label{eq:flux}
\end{equation}

At a given pressure, then, hotter gas sends \emph{fewer} molecules into the tube. Its molecules are faster in proportion to $\sqrt T$, but their density is lower in proportion to $1/T$. Pressure counts momentum and flux counts molecules; since each hot molecule delivers more momentum, fewer impacts make up the same pressure.

\section{Why the tube drops out}

Let $W_{cg}$ be the probability that a molecule entering at the chamber end, of area $A_c$, leaves at the gauge end, of area $A_g$. Let $W_{gc}$ be the probability for the reverse passage. Divide the openings and tube walls into small elements of area $a_i$. A molecule leaving element $i$ by the cosine law arrives at a visible element $j$ with probability
\begin{equation}
F_{ij}=\frac{\cos\theta_i\cos\theta_j}{\pi r_{ij}^2}\,a_j ,
\qquad\text{so that}\qquad a_iF_{ij}=a_jF_{ji}.
\end{equation}
Here $r_{ij}$ is the distance between the elements, and the angles are measured from their normals. Molecules entering from an isotropic gas also obey the cosine law, so the openings may be treated in the same way.

For a path $0\to1\to2\to\dots\to N$ from one opening to the other, the relation is applied once per flight:
\begin{align}
a_0F_{01}F_{12}\cdots F_{N-1,N}
&=F_{10}\,a_1F_{12}\cdots F_{N-1,N}\nonumber\\
&=F_{10}F_{21}\,a_2\cdots F_{N-1,N}
=\dots=F_{10}F_{21}\cdots F_{N,N-1}\,a_N .
\end{align}
The last expression belongs to the reversed path. Summing over all paths gives
\begin{equation}
A_cW_{cg}=A_gW_{gc}\equiv AW .
\end{equation}
No speed or temperature appears. The wall temperature along the tube changes how long a crossing takes, but not the chance that it succeeds. The tube may also be bent or tapered.

\section{The balance and its size}

The net number of molecules reaching the gauge per unit time is
\begin{equation}
\dot N=A_cW_{cg}\Gamma_c-A_gW_{gc}\Gamma_g=AW(\Gamma_c-\Gamma_g).
\end{equation}
It vanishes when $\Gamma_c=\Gamma_g$. By equation~\eqref{eq:flux},
\begin{equation}
\frac{p_c}{\sqrt{2\pi mkT_c}}=\frac{p_g}{\sqrt{2\pi mkT_g}}
\quad\Longrightarrow\quad
\frac{p_g}{p_c}=\sqrt{\frac{T_g}{T_c}} .
\label{eq:result}
\end{equation}
This is thermal transpiration in its free-molecular limit. Mass has cancelled, so in a mixture each species that meets the assumptions obeys the same rule, and so does their total pressure.

Here $T_g/T_c=318/300=1.06$. Writing this as $1+x$, with $x=0.06$, and expanding the root gives
\begin{equation}
\sqrt{1+x}-1\approx\frac{x}{2}-\frac{x^2}{8}=0.0300-0.0005 .
\end{equation}
The six percent excess in temperature becomes a three percent excess in pressure; the full root gives 2.96\%.

Take silane at 1 mTorr. If the gauge were also at 1 mTorr, $3.58\times10^{17}$ molecules per cm$^2$ per second would enter the tube from the chamber, and $3.48\times10^{17}$ from the gauge. The surplus accumulates in the gauge until its pressure reaches 1.0296 mTorr, where the fluxes match. The density there is then still lower than in the chamber:
\begin{equation}
\frac{n_g}{n_c}=\frac{p_g}{p_c}\,\frac{T_c}{T_g}=\sqrt{\frac{T_c}{T_g}}=0.971 .
\end{equation}
A sensor that responded to density in the same warm volume, with its scale set for 300 K gas, would therefore read about three percent low.

A particle simulation tests the balance on a much larger effect. Two cubic boxes of unit side, with walls at temperatures in the ratio 4, are joined by a channel measuring 0.3 in each direction. Molecules are followed from wall to wall without collisions, all starting in the cold box. Equation~\eqref{eq:result} predicts a hot-to-cold pressure ratio of 2, a density ratio of 0.5 and equal impact rates on the vessel walls.

\begin{center}
\begin{tabular}{lccc}
Channel wall & Pressure & Density & Impacts\\
\hline
Graded, cold to hot & 1.998 & 0.509 & 1.005\\
Cold throughout & 1.988 & 0.511 & 1.001
\end{tabular}
\end{center}

The pressure and density ratios were required to agree with the prediction within 4\%, and the impact ratio within 3\%. Changing the channel temperature has no visible effect at this accuracy. The small departures combine sampling noise with the finite opening, which is 1.5\% of each box's surface and admits molecules at a foreign temperature.

\section{When molecules collide in the tube}

\subsection{A kinetic equation for the whole range}

The mean free path at chamber conditions is $\lambda=1/(\sqrt2\,\pi d^2n)$. A rough molecular diameter $d=0.4$ nm and $n=3.22\times10^{13}$ cm$^{-3}$ give $\lambda=43.7$ mm. For a tube of 4.6 mm bore the Knudsen number is $43.7/4.6=9.5$. Collisions are uncommon, but not absent.

Their effect can be estimated for a long round tube of radius $R$ with the Bhatnagar--Gross--Krook (BGK) model, in which molecules relax towards a local Maxwell distribution at a single rate $\nu$. Measure lengths in $R$ and velocities in $v_0=\sqrt{2kT/m}$, and let $\mathbf c$ be the scaled velocity. Along the tube axis $z$ define
\begin{equation}
X_P=\frac{d\ln p}{dz},\qquad X_T=\frac{d\ln T}{dz},\qquad
\delta=\frac{\nu R}{v_0}.
\end{equation}
The local Maxwell distribution is proportional to $pT^{-5/2}e^{-mv^2/2kT}$, so its logarithmic gradient is $X_P+(c^2-\tfrac52)X_T$. Write the true distribution as the local one times $1+h$, with $h$ small. To first order in the gradients,
\begin{equation}
\mathbf c_\perp\!\cdot\nabla h
=\delta(2c_zu-h)-c_z\left[X_P+(c^2-\tfrac52)X_T\right],
\end{equation}
where $\mathbf c_\perp$ is the velocity across the tube and $u=\langle c_zh\rangle$ is the local flow speed in units of $v_0$. Diffuse walls emit with $h=0$.

Integrate back along a molecule's track to the wall, a distance $s_0$ away in the cross-section. With $c_\perp=|\mathbf c_\perp|$,
\begin{equation}
h=\int_0^{s_0}\!\frac{ds}{c_\perp}e^{-\delta s/c_\perp}c_z
\left[2\delta u-X_P-(c^2-\tfrac52)X_T\right],
\end{equation}
with $u$ taken at the point $s$. Now multiply by $c_z$ and average. Since $\langle c_z^2\rangle=\tfrac12$ and $\langle c_z^4\rangle=\tfrac34$,
\begin{equation}
\left\langle c_z^2(c_z^2+c_\perp^2-\tfrac52)\right\rangle_{c_z}
=\tfrac34+\tfrac12c_\perp^2-\tfrac54=\tfrac12(c_\perp^2-1).
\end{equation}
The transverse speed has weight $2c_\perp e^{-c_\perp^2}$. With $J_n(x)=\int_0^\infty c^ne^{-c^2-x/c}\,dc$ the flow speed obeys
\begin{equation}
u=\int_0^{2\pi}\!\frac{d\theta}{2\pi}\int_0^{s_0}\!ds
\left\{J_0(2\delta u-X_P)+(J_0-J_2)X_T\right\},
\label{eq:bgk}
\end{equation}
where each $J_n$ has argument $\delta s$. A pressure gradient drives gas towards low pressure; a temperature gradient drives it towards high temperature. At zero net flow the two balance, which defines $\gamma$ through $X_P=\gamma X_T$. If $\gamma$ is nearly constant along the tube, integration gives
\begin{equation}
\frac{p_g}{p_c}=\left(\frac{T_g}{T_c}\right)^{\gamma}.
\end{equation}

\subsection{The two limits}

Without collisions $\delta=0$, $J_0(0)=\sqrt\pi/2$ and $J_2(0)=\sqrt\pi/4$. Equation~\eqref{eq:bgk}, averaged over the cross-section, becomes
\begin{equation}
\bar u=-\frac{\sqrt\pi}{2}\,\bar s_0\left(X_P-\tfrac12X_T\right).
\label{eq:free}
\end{equation}
Zero flow requires $\gamma=\tfrac12$, which recovers the square root by a second route.

In dense gas the pressure-driven part is Poiseuille flow, with mean speed $(R^2/8\mu)\,|dp/dz|$ in ordinary units. The BGK viscosity is $\mu=p/\nu$, so the scaled speed is $\delta|X_P|/8$ and grows with density. The temperature-driven part, thermal creep, weakens: a molecule remembers the temperature of its origin over about one free path, so the imbalance is of order $X_T/\delta$. By this scaling estimate $\gamma$ falls as $1/\delta^2$, and the pressures become equal. In the numerical solution the scaled pressure-driven speed rises between $\delta=8$ and $\delta=16$ with slope 0.1234, against the viscous value 0.125; agreement within 4\% was required.

\subsection{The correction at 1 mTorr}

Taking $\nu=\bar v/\lambda$ gives $\delta=(2/\sqrt\pi)(R/\lambda)=1.128\times2.3/43.7=0.059$. The solution has $\gamma=0.448$, and the excess reading is $1.06^{0.448}-1=2.65\%$ instead of 2.96\%. Doubling the assumed collision rate lowers it to 2.46\%.

A ten percent fall in $\gamma$ may seem large for a Knudsen number near ten. It comes from molecules with little transverse speed, which travel far along the tube between wall impacts and so are the likeliest to collide. In $J_0$ they produce the loss
\begin{equation}
J_0(0)-J_0(x)=\int_0^\infty(1-e^{-x/c})e^{-c^2}dc
\approx\int_x^1\frac{x}{c}\,dc=x\ln\frac1x ,
\end{equation}
to leading logarithmic order at small $x$. The loss in $J_2$ is of order $x$, without the logarithm. The same absolute loss therefore strikes $J_0-J_2$, which starts at $\sqrt\pi/4$, and $J_0$, which starts at $\sqrt\pi/2$. To leading logarithmic order the temperature-driven flow thus suffers twice the relative loss, and $\gamma$ falls by a relative amount of order $\delta\ln(1/\delta)$, here about 0.17. This is an order of magnitude only: the computed fall is 0.10, about $0.6\,\delta\ln(1/\delta)$. The factor of two is the limit of small $\delta$; at $\delta=0.059$ the pressure-driven and temperature-driven flows lose about 5\% and 15\%.

With tube, gas and temperatures held fixed, the model gives the following dependence on chamber pressure. The digits are those of the model. If the heat flux is relaxed at the rate that gives a Prandtl number of $2/3$, the four excess readings become 2.91, 2.70, 1.91 and 0.35\%. The model also treats the tube as infinitely long, whereas a 100 mm tube is only about two free paths long at 1 mTorr and shorter than one at 0.1 mTorr. Its ends cut off the long flights, which by a first-order estimate raises the excess to about 2.7\% at 1 mTorr and by 0.02 to 0.03 points at 0.1 mTorr, depending on where along the tube the temperature changes.

\begin{center}
\begin{tabular}{ccc}
Pressure (mTorr) & $\gamma$ & Excess reading (\%)\\
\hline
0.1 & 0.491 & 2.90\\
1 & 0.448 & 2.65\\
10 & 0.282 & 1.66\\
100 & 0.041 & 0.24
\end{tabular}
\end{center}

\section{Other influences on the reading}

\paragraph{Gas temperature at the port.} The temperature $T_c$ in equation~\eqref{eq:result} is that of a Maxwellian gas at the port, the same for molecules moving towards and away from the wall. If plasma heating raises it to 310 K at unchanged pressure, the ideal excess drops to $\sqrt{318/310}-1=1.28\%$, which would be the largest shift sized here for 1 mTorr. If only the arriving molecules are at 310 K while the wall around the port re-emits them at 300 K, the wall pressure is $\Gamma\sqrt{2\pi mk}\,(\sqrt{310}+\sqrt{300})/2$ with temperatures in kelvin, and the excess is $2\sqrt{318}/(\sqrt{310}+\sqrt{300})-1=2.11\%$, about half the shift.

\paragraph{Radicals.} A radical that sticks in the tube never reaches the diaphragm. If radicals supply 1\% of the chamber pressure and are all lost without returning gas, the ideal ratio becomes $0.99\times1.0296=1.0193$, an excess of 1.93\%. Volatile products released at the wall would change this figure.

\paragraph{Outgassing and response time.} The mean distance to the wall in equation~\eqref{eq:free} follows by slicing the cross-section into parallel chords. A chord at offset $b$ from the centre has length $\ell=2\sqrt{R^2-b^2}$, and the distance to its end integrates to $\ell^2/2$. In ordinary units,
\begin{equation}
\bar s_0=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db=\frac{8R}{3\pi}.
\end{equation}
The isothermal mean flow speed is thus $v_0(\sqrt\pi/2)(8R/3\pi)\,|d\ln p/dz|$. Multiplying by the area $\pi R^2$, replacing the gradient by a difference over the length $L$ and using $v_0=\sqrt\pi\,\bar v/2$ gives the conductance
\begin{equation}
C=\pi R^2\,\frac{\bar v}{4}\,\frac{8R}{3L}.
\end{equation}
For $L=100$ mm and $\bar v=445$ m/s, $C=0.113$ L/s; end effects are neglected, and they lower this value by about a tenth, to 0.10 L/s. An assumed gas load of $10^{-9}$ Torr L/s in the gauge raises its pressure by $10^{-9}/0.113\approx9\times10^{-9}$ Torr, or 0.0009\% of the chamber pressure. An assumed gauge volume of 5 cm$^3$ fills with a time constant of roughly $V/C=44$ ms; this estimate leaves out the gas held in the tube itself, whose volume is a third of the gauge volume and which, together with the end effects, lengthens the time to about 55 ms. Neither a slow approach to balance nor this gas load can account for a steady three percent.

\section{What to do about it}

In the free-molecular limit the chamber pressure is recovered from the reading by
\begin{equation}
p_c=p_{\rm read}\sqrt{\frac{T_c}{T_g}}=0.971\,p_{\rm read}.
\end{equation}
For the example at 1 mTorr the collision estimate changes the factor to $1/1.0265=0.974$. At 100 mTorr in the same tube the model gives a correction of about a quarter of a percent; this value is only a rough guide, because a single relaxation rate cannot match both the viscosity and the heat conduction of a real gas. One fixed factor therefore cannot serve the whole range. In the transition region, around 10 mTorr here, a comparison with a gauge at chamber temperature is safer than either limit.

Zeroing the gauge at base pressure does not remove the error, which is proportional to pressure at fixed $\gamma$ and vanishes with it. A span calibration in dense gas does not remove it either, because the effect is nearly absent there. A wider tube raises $\delta$ at a given pressure and so reduces the excess, but the free-molecular factor then no longer applies. Bringing the gauge to the temperature of the port gas removes the cause, if condensation permits; bringing it closer reduces the excess.

The example corresponds to the low-pressure end of high-density plasma deposition, which runs at roughly a few mTorr. Parallel-plate silane deposition commonly runs at hundreds of mTorr or more, where this model predicts a negligible shift for a tube of this bore. A gauge temperature near 318 K is typical of heated manometers. A plasma can break the assumption that the port gas is at wall temperature, and the reading is sensitive to this: ten kelvin of heating moves the ideal excess from 2.96\% to 2.11\% if only the arriving molecules are hotter, and to 1.28\% if the port gas as a whole is. Very smooth tube walls may also scatter molecules in a way that depends on speed, and the cancellation of $W$ is then not assured; that effect is not sized here. The BGK values rest on one relaxation rate and a rough molecular diameter, so they indicate the size of the collision correction and do not replace a calibration in silane. The full set of values is in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Chamber temperature: 300 K
Gauge temperature: 318 K
Temperature ratio: 1.0600
Chamber pressure: 1.0000 mTorr
Silane mass: 32.12 u
Molecular diameter (rough): 0.40 nm
Tube bore: 4.6 mm
Tube length: 100 mm
Mean free path: 43.7 mm
Knudsen number, path/bore: 9.50
Mean speed, chamber: 444.7 m/s
Mean speed, gauge: 457.8 m/s
Chamber flux: 3.5785e+17 /cm2/s
Gauge flux if pressures equal: 3.4757e+17 /cm2/s
Chamber density: 3.2188e+13 /cm3
Gauge density: 3.1264e+13 /cm3
Density ratio gauge/chamber: 0.9713
Gauge pressure, zero net flow: 1.0296 mTorr
Ideal excess reading: 2.96 %
Half the temperature excess: 3.00 %
Correction factor for reading: 0.9713
Simulation, temperature ratio 4 (hot/cold):
 graded channel, pressure ratio: 1.998
 graded channel, impact ratio: 1.005
 graded channel, density ratio: 0.509
 cold channel, pressure ratio: 1.988
 cold channel, impact ratio: 1.001
 cold channel, density ratio: 0.511
BGK free-molecular gamma: 0.5000
BGK viscous slope (Poiseuille 0.125): 0.1234
Example delta: 0.0594
Example gamma with collisions: 0.4480
Excess with collisions: 2.65 %
Excess, collision rate doubled: 2.46 %
 at 0.1 mTorr: gamma 0.491, excess 2.90 %
 at 1.0 mTorr: gamma 0.448, excess 2.65 %
 at 10.0 mTorr: gamma 0.282, excess 1.66 %
 at 100.0 mTorr: gamma 0.041, excess 0.24 %
Ideal excess, port gas 10 K warmer: 1.28 %
Tube conductance (long tube): 0.113 L/s
Assumed outgassing: 1.0e-09 Torr L/s
Outgassing pressure rise: 0.00088 %
Assumed gauge volume: 5.0 cm3
Gauge filling time: 44.1 ms
Assumed radical share: 1.0 %
Ideal excess if radicals are lost: 1.93 %
\end{verbatim}
